# Why an ohmic region need not mean doping: injected space charge

An undoped film between two identical ohmic contacts conducts linearly at low voltage. If it is read as a uniformly doped film, its conductance gives the density

$$p_{\rm app}=\frac{4\pi^2\varepsilon kT}{e^2L^2},\qquad J=e\mu p_{\rm app}\frac{V}{L}=4\pi^2\varepsilon\mu\,\frac{kT}{e}\,\frac{V}{L^3}.$$

Here $L$ is the thickness, $\varepsilon$ the permittivity and $\mu$ the mobility. No dopant appears. The carriers have diffused in from the contacts, and they are present before any voltage is applied. The slope at one thickness cannot distinguish them from carriers supplied by dopants. A series of thicknesses can, because a dopant density does not fall as $L^{-2}$.

The model is a trap-free film carrying holes only, with constant $\mu$ and $\varepsilon$, Boltzmann statistics and the Einstein relation. The contacts hold the hole density at a large value $p_c$, and being identical they create no built-in voltage.

## The charge present at zero voltage

Put $x=0$ at the mid-plane, where the density has its minimum $p_m$. In equilibrium $p=p_m e^{u}$, with $u=-e(\psi-\psi_m)/kT$, where $\psi$ is the electrostatic potential and $\psi_m$ its mid-plane value. Poisson's equation, $\psi''=-ep/\varepsilon$, becomes

$$u''=\kappa e^{u},\qquad \kappa=\frac{e^2p_m}{\varepsilon kT},\qquad u(0)=u'(0)=0.$$

Multiplying by $u'$ and integrating from the mid-plane gives $u'^2=2\kappa(e^u-1)$. Now let $w=e^{-u/2}$, so that $w'=-u'w/2$ and

$$w'^2=\tfrac14u'^2w^2=\tfrac{\kappa}{2}(e^u-1)w^2=\tfrac{\kappa}{2}(1-w^2).$$

The solution with $w(0)=1$ is $w=\cos(ax)$, with $a^2=\kappa/2$. (The constant $w=1$ also satisfies this first-order equation, but it would require $u''=0$, which Poisson's equation forbids.) Hence

$$p(x)=\frac{p_m}{\cos^2(ax)},\qquad p_m=\frac{2a^2\varepsilon kT}{e^2}.$$

The contacts fix $a$. Setting $p(L/2)=p_c$ and defining the contact Debye length $\lambda_c=[\varepsilon kT/(e^2p_c)]^{1/2}$ gives

$$\cos\frac{aL}{2}=\sqrt{\frac{p_m}{p_c}}=\sqrt2\,a\lambda_c .$$

If $\lambda_c\ll L$, the right side is small and $aL\to\pi$. Then $p_m\to2\pi^2\varepsilon kT/(e^2L^2)$, and the contact density has dropped out. A stronger contact adds charge next to itself, but that charge screens the interior, and the mid-plane density saturates.

## From the profile to the conductance

Define the hole quasi-Fermi potential $\varphi_p$ by $p\propto\exp[e(\varphi_p-\psi)/kT]$. Differentiation gives $kT\,p'=ep(\varphi_p'-\psi')$, so drift and diffusion combine:

$$J=-e\mu p\psi'-\mu kT\,p'=-e\mu p\,\varphi_p'.$$

In the steady state $J$ is the same at every $x$. The applied voltage is the drop of $\varphi_p$ across the film:

$$V=J\int_{-L/2}^{L/2}\frac{dx}{e\mu p(x)}.$$

Since $J$ is already of first order in $V$, the equilibrium $p(x)$ suffices in the integral at that order. The film acts as a stack of thin resistors in series, and the apparent density is the harmonic mean of $p$:

$$p_{\rm app}=\frac{L}{\int dx/p}=\frac{p_mL}{\int_{-L/2}^{L/2}\cos^2(ax)\,dx}=\frac{2p_m}{1+\sin(aL)/(aL)}.$$

For strong contacts $\sin(aL)\to0$, so $p_{\rm app}=2p_m$, which is the stated result. The dense layers at the contacts add little resistance; the sparse middle sets the conductance.

The result can also be read as a statement about screening. A uniform density $p_{\rm app}$ has the Debye length $L/2\pi$. Diffusion fills the film until its own charge begins to screen it on the scale of its thickness.

## Contacts of finite strength

Let the two contact Debye lengths be $\lambda_1$ and $\lambda_2$, not necessarily equal. As long as the minimum lies inside the film, the profile keeps its form, and the contacts sit at distances $x_i$ from the minimum. Write $ax_i=\pi/2-\delta_i$. The boundary condition is then $\sin\delta_i=\sqrt2\,a\lambda_i$, so $\delta_i\simeq\sqrt2\,a\lambda_i$ for small $\delta_i$. Adding the two distances,

$$aL=\pi-\delta_1-\delta_2\quad\Rightarrow\quad a\simeq\frac{\pi}{L_{\rm eff}},\qquad L_{\rm eff}=L+\sqrt2(\lambda_1+\lambda_2).$$

The resistance integral needs

$$\int\cos^2(ax)\,dx=\frac{1}{2a}\left[aL+\tfrac12\sin2\delta_1+\tfrac12\sin2\delta_2\right]\simeq\frac{aL+\delta_1+\delta_2}{2a}=\frac{\pi}{2a}.$$

Therefore

$$\frac JV=e\mu p_m\frac{2a}{\pi}=\frac{4a^3}{\pi}\,\varepsilon\mu\frac{kT}{e}=\frac{4\pi^2\varepsilon\mu\,kT/e}{L_{\rm eff}^3}.$$

To this order, finite contacts make the film look slightly thicker.

## Why the doping interpretation looks consistent

At high voltage drift dominates. Then $J=e\mu pE$ and $\varepsilon E'=ep$ give $J=\varepsilon\mu EE'$. With distance $y$ measured from the injecting contact and $E(0)=0$, $E=(2Jy/\varepsilon\mu)^{1/2}$. Integrating over the film, $V=\tfrac23(2J/\varepsilon\mu)^{1/2}L^{3/2}$, or

$$J=\frac{9\varepsilon\mu V^2}{8L^3},$$

the Mott–Gurney law. Its intersection with the ohmic line of strong contacts is at

$$V_x=\frac{32\pi^2}{9}\frac{kT}{e},$$

which is 0.907 V at 300 K for any thickness.

A film with a real uniform density $p$ has its intersection where $e\mu pV/L=9\varepsilon\mu V^2/(8L^3)$, at $V_x=8epL^2/(9\varepsilon)$. Inserting $p_{\rm app}$ returns $32\pi^2kT/(9e)$. The density read from the slope therefore agrees with the density read from the crossing, although there are no dopants. The agreement is an identity: any ohmic line, whatever its origin, crosses the Mott–Gurney line at the voltage that returns the density read from its slope. It is no evidence for doping, at one thickness or at several.

## What thickness reveals

Measure length in $L$, potential in $kT/e$, density in $\varepsilon kT/(e^2L^2)$ and current density in $\varepsilon\mu(kT/e)^2/L^3$. The transport and Poisson equations then contain no parameters. With ideal contacts the only remaining input is $eV/kT$, so $JL^3$ is a function of $V$ alone, in the ohmic region and beyond it.

Ionized acceptors of density $N$ add one parameter, $N$ in the density unit above, which equals $(L/L_D)^2$ with $L_D=[\varepsilon kT/(e^2N)]^{1/2}$. Injection and doping supply comparable densities when $p_{\rm app}=N$, that is at $L^*=2\pi L_D$. In a much thicker film the interior is neutral with $p=N$, and injection lowers the resistance only in layers near the contacts. If these layers do not overlap, they remove a fixed length $\ell$ from the resistance:

$$\frac JV=\frac{e\mu N}{L-\ell},\qquad p_{\rm app}=\frac{N}{1-\ell/L}.$$

Thus $J/V$ tends to $L^{-1}$ in a doped film, against $L^{-3}$ in an undoped one.

## A 100 nm film in numbers

Take $L=100$ nm, relative permittivity 3, $\mu=10^{-4}$ cm²/Vs, 300 K and $p_c=2\times10^{19}$ cm⁻³. The contact Debye length is 0.463 nm. Since $\varepsilon kT/e^2=p_c\lambda_c^2$,

$$p_{\rm app}=4\pi^2p_c\left(\frac{\lambda_c}{L}\right)^2=39.48\times2\times10^{19}\times(0.00463)^2\simeq1.69\times10^{16}\ {\rm cm^{-3}},$$

or $1.69\times10^{22}$ m⁻³. Finite contacts give $L_{\rm eff}=100+2\sqrt2\times0.463=101.3$ nm and reduce this by the factor $(100/101.3)^3=0.96$, to $1.63\times10^{16}$ cm⁻³. A drift-diffusion calculation at 1 mV, which does not assume the linear-response formula, gives 0.02607 mA/cm². The usual reading of that slope is

$$\frac{JL}{e\mu V}=\frac{(2.607\times10^{-5})(10^{-5})}{(1.602\times10^{-19})(10^{-4})(10^{-3})}\simeq1.63\times10^{16}\ {\rm cm^{-3}},$$

with $J$ in A/cm² and $L$ in cm.

The current exceeds the linear law by 4.5% at 0.1 V and by 27% at 0.3 V. At $V_x$ it is about twice either asymptote, so $V_x$ is an intersection of extrapolated lines and not a sharp transition.

Now compare with a film containing $10^{17}$ cm⁻³ acceptors, all else held fixed. Its $L_D$ is 6.55 nm and $L^*$ is 41 nm. The apparent densities, in units of $10^{16}$ cm⁻³, are:

| $L$ (nm) | undoped | doped |
|---:|---:|---:|
| 50 | 6.26 | 16.9 |
| 100 | 1.63 | 12.6 |
| 200 | 0.415 | 11.2 |
| 400 | 0.105 | 10.5 |

The undoped column falls nearly fourfold at each doubling, while the doped column settles towards $N$. Solving $p_{\rm app}=N/(1-\ell/L)$ for $\ell$ gives 20 to 21 nm in all four doped films, about $3L_D$, which supports the picture of separate contact layers. Between 50 and 100 nm the doped film follows $L^{-1.43}$, and between 200 and 400 nm $L^{-1.08}$. An exponent between 1 and 3 is thus compatible with doping and injection together, but contacts of intermediate strength can produce it in an undoped film too.

The end of the ohmic region gives a second distinction. At 200 nm and 0.907 V, the undoped film carries 2.08 times its extrapolated linear current, the doped film 1.004 times. The asymptotes of the doped film cross only near 24 V, from $V_x=8epL^2/(9\varepsilon)$ with its apparent density; the acceptor density alone would give 21 V. These crossings are extrapolations: 24 V across 200 nm is a mean field of 1.2 MV/cm, where a constant mobility is doubtful and the film may break down.

## Real films and the limits of the argument

These parameters are rough, round values in the regime of hole-only diodes made from organic semiconductors. In that regime an apparent background density near $10^{16}$ cm⁻³ in a 100 nm film needs no dopants, provided traps are negligible. Deep traps hold part of the injected charge, which lowers $p_{\rm app}$ and can make it fall faster than $L^{-2}$. Organic semiconductors also break the assumption of a single transport level. With a Gaussian spread of site energies of 75 meV, $10^{21}$ sites per cm³ and the same contact density, $p_{\rm app}$ rises from 1.63 to $1.72\times10^{16}$ cm⁻³. Adding the density-dependent mobility of the extended Gaussian disorder model, and still dividing by the low-density mobility, gives $1.88\times10^{16}$ cm⁻³, 15% above the disorder-free value. The thickness exponent between 100 and 200 nm becomes 3.05, so the distinction from doping survives at this width. In the same model, wider distributions raise both much further: $2.6\times10^{16}$ cm⁻³ with exponent 3.2 at 100 meV, and $2.5\times10^{17}$ cm⁻³ with exponent 3.8 at 150 meV. At such widths the formula for $p_{\rm app}$ no longer gives the magnitude when the low-density mobility is used, although the steep thickness dependence remains.

Unequal contacts can matter much more, depending on the offset. If one contact lies 0.1 eV further from the hole level, $p_{\rm app}$ drops by 11%. At 0.3 eV it drops to $9.0\times10^{14}$ cm⁻³, a factor of 18. The density at the weaker contact is then $2\times10^{19}e^{-0.3/0.02585}\simeq2\times10^{14}$ cm⁻³, below the mid-plane density of the symmetric film, so that contact no longer acts as a strong source and the symmetric formula fails.

The continuum description is also strained. The contact Debye length is shorter than the 1 nm site spacing; an error of 1 nm in the effective length at each contact would change the conductance by about 6%. At mid-film the mean carrier spacing is 50 nm, half the thickness, and the attraction of a hole to its images in the contacts is $0.13kT$. This does not simply raise the density by a Boltzmann factor: strong contacts pin the mid-plane density, so a uniform energy shift has no effect and only its curvature counts. With an image attraction $w(x)kT$, $(\ln p)''=e^2p/(\varepsilon kT)+w''$, and since $w''>0$ the term acts like a compensating donor background. Added in this way, with the image planes 1 to 2 nm outside the film, it lowers $p_{\rm app}$ by 15 to 37%, depending on that distance and on whether the contact density or the Fermi level is held fixed. This mean-field estimate ignores correlations between the few discrete carriers.

A thickness series is a fair test only if mobility, contacts and temperature are the same in every film. An $L^{-3}$ slope then points to injected charge. An $L^{-1}$ slope excludes injection from strong contacts as the main source, but does not by itself prove doping. A uniform leakage path in parallel has the same dependence, and so do weak contacts with $\lambda_c\gg L$, which fill an undoped film with the nearly uniform density $p_c$. A single contact weak enough to limit the current can also bring the exponent close to 1, even if the other contact is strong. The numerical output below lists the main values used here.

## Table of computed values

```
temperature 300 K, kT/e = 25.852 mV
relative permittivity 3.0, mobility 1.0e-04 cm2/Vs
contact density 2.0e+19 cm^-3
site density 1.0e+21 cm^-3
contact Debye length 0.463 nm
ideal apparent density, 100 nm: 1.692e+16 cm^-3
same, SI: 1.692e+22 m^-3
ideal mid-plane density: 8.460e+15 cm^-3
numerical, contacts 1e4 denser: 1.691e+16 cm^-3
finite contacts, closed form: 1.627e+16 cm^-3
finite contacts, Poisson: 1.627e+16 cm^-3
finite contacts, from current: 1.627e+16 cm^-3
mid-plane density, finite contacts: 8.243e+15 cm^-3
asymptote crossing, undoped, any L: 0.907 V
100 nm undoped: V | J (mA/cm2) | J/linear | J/Mott-Gurney
  0.001 V | 0.02607 | 1.000 | 872.508
  0.100 V | 2.725 | 1.045 | 9.119
  0.300 V | 9.971 | 1.275 | 3.707
  0.907 V | 49.22 | 2.081 | 2.001
  5.000 V | 929.8 | 7.132 | 1.245
  20.000 V | 1.285e+04 | 24.648 | 1.075
J(100 nm)/J(200 nm), low voltage: 7.846
J(100 nm)/J(200 nm), at crossing: 7.847
acceptor density, doped film: 1.0e+17 cm^-3
its Debye length 6.55 nm
change-over thickness 41.1 nm
L (nm) | apparent density undoped | doped (cm^-3)
  50 | 6.263e+16 | 1.694e+17
  100 | 1.627e+16 | 1.261e+17
  200 | 4.148e+15 | 1.115e+17
  400 | 1.047e+15 | 1.054e+17
power n in J/V ~ L^-n: interval | undoped | doped
  50-100 nm | 2.944 | 1.426
  100-200 nm | 2.972 | 1.177
  200-400 nm | 2.986 | 1.081
doped 200 nm, asymptote crossing: 21.4 V
200 nm at 0.907 V, J/linear undoped: 2.081
200 nm at 0.907 V, J/linear doped: 1.004
disorder 75 meV, fixed mobility: 1.720e+16 cm^-3
disorder, varying mobility: 1.876e+16 cm^-3
disorder, power n, 100-200 nm: 3.051
contact offset 0.1 eV: apparent 1.454e+16 cm^-3
contact offset 0.3 eV: apparent 9.022e+14 cm^-3
image attraction at mid-film: 0.129 kT
carrier spacing at mid-film: 49.5 nm
length where Coulomb energy = kT: 18.6 nm
thermal carriers, 2.5 eV gap: 1.0e+00 cm^-3
mean field at crossing, 100 nm: 0.0907 MV/cm
power at crossing, 100 nm: 44.7 mW/cm2
```
